# Conductance of a clean finite chain at its band edge: a numerical check

```python
"""
Result under test: a uniform chain of L sites (site energy 0, hopping -t) between
conducting leads, with the Fermi level at a band edge E = -2 s t (s = +1 lower,
s = -1 upper), has transmission
    T = gL gR / |L (1 + s sL)(1 + s sR) + 1 - sL sR|^2  ~  C / L^2.
sL, sR : retarded lead self-energies divided by t;  gL, gR = -2 Im(sL), -2 Im(sR).
The cause is that the one-site transfer matrix [[2s, -1], [1, 0]] is defective.
Reference values come from matching scattering waves to semi-infinite leads.
Energies are in hartree; conductance is (2 e^2/h) T.
"""
import numpy as np
import sympy as sp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.constants import physical_constants

t = 0.05            # chain hopping
t_lead = 0.10       # hopping inside both leads
c_left = 0.05       # contact hopping, left
c_right = 0.04      # contact hopping, right
G0 = physical_constants["conductance quantum"][0]   # 2e^2/h in siemens


def scatter(energy, site_energies, lead=t_lead, cl=c_left, cr=c_right):
    """Transmission from the wave equation; unknowns r, psi_1..psi_L, tau."""
    n = len(site_energies)
    q = np.arccos(-energy / (2 * lead))
    diag = np.empty(n + 2, complex)
    diag[0] = energy + lead * np.exp(1j * q)
    diag[1:-1] = energy - np.asarray(site_energies)
    diag[-1] = energy + lead * np.exp(1j * q)
    bond = np.full(n + 1, t)
    bond[0], bond[-1] = cl, cr
    band = np.zeros((3, n + 2), complex)
    band[0, 1:] = bond
    band[1] = diag
    band[2, :-1] = bond
    rhs = np.zeros(n + 2, complex)
    rhs[0] = -(energy + lead * np.exp(-1j * q))
    rhs[1] = -cl
    wave = solve_banded((1, 1), band, rhs)
    reflected, transmitted = abs(wave[0])**2, abs(wave[-1])**2
    assert abs(reflected + transmitted - 1) < 1e-8   # flux conservation
    return transmitted


def sigmas(energy):
    """Lead self-energies divided by t."""
    phase = np.exp(1j * np.arccos(-energy / (2 * t_lead)))
    return -c_left**2 * phase / (t_lead * t), -c_right**2 * phase / (t_lead * t)


def edge_formula(L, s):
    sl, sr = sigmas(-2 * s * t)
    delta = L * (1 + s * sl) * (1 + s * sr) + 1 - sl * sr
    return 4 * sl.imag * sr.imag / abs(delta)**2


def determinant_formula(energy, L):
    """Transmission at any energy from the chain determinants p_n."""
    a = -energy / t
    older, old, new = -np.ones_like(a), np.zeros_like(a), np.ones_like(a)
    for _ in range(L):
        older, old, new = old, new, a * new - old
    sl, sr = sigmas(energy)
    delta = new + (sl + sr) * old + sl * sr * older
    return 4 * sl.imag * sr.imag / abs(delta)**2


def thermal(L, kT):
    """Thermally averaged transmission, Fermi level at the lower edge."""
    top = np.sqrt(30 * kT / t)
    u = np.linspace(-top, top, 400001)
    shift = t * u * abs(u)               # energy measured from the edge
    weight = 2 * t * abs(u) / (4 * kT * np.cosh(shift / (2 * kT))**2)
    values = determinant_formula(-2 * t + shift, L)
    return np.sum(weight * values) * (u[1] - u[0])


# The transfer matrix at each edge is defective and its powers grow linearly.
for s in (1, -1):
    A = sp.Matrix([[2 * s, -1], [1, 0]])
    N = sp.Matrix([1, s]) * sp.Matrix([[1, -s]])
    assert (A - s * sp.eye(2)).rank() == 1
    assert A.jordan_form()[1] == sp.Matrix([[s, 1], [0, s]])
    for n in (2, 7, 30):
        assert A**n == s**n * (sp.eye(2) + n * N)

print(f"chain hopping t = {t:.3f} hartree, lead hopping = {t_lead:.3f} hartree")
print(f"contact hoppings = {c_left:.3f}, {c_right:.3f} hartree")
print(f"lower band edge E = {-2*t:.3f} hartree")
sl, sr = sigmas(-2 * t)
print(f"sigma_L = {sl:.5f}, sigma_R = {sr:.5f} (units of t)")
print(f"gamma_L = {-2*sl.imag:.5f}, gamma_R = {-2*sr.imag:.5f} (units of t)")
C = 4 * sl.imag * sr.imag / abs((1 + sl) * (1 + sr))**2
b = (1 - sl * sr) / ((1 + sl) * (1 + sr))
print(f"limit C of L^2 T = {C:.5f}, offset b = {b:.5f} (no unit)")
print(f"conductance quantum 2e^2/h = {G0*1e6:.4f} microsiemens")

# Edge law against wave matching, at both edges.
print("lower edge, wave matching: L, T, L^2 T, G in microsiemens")
edge_T = {}
for L in (10, 30, 100, 300, 1000, 2000):
    for s in (1, -1):
        value = scatter(-2 * s * t, np.zeros(L))
        assert abs(value / edge_formula(L, s) - 1) < 1e-6
        if s == 1:
            edge_T[L] = value
        elif L == 100:
            upper_100 = value
    print(f"  {L:5d} {edge_T[L]:.5e} {L*L*edge_T[L]:.5f} {G0*1e6*edge_T[L]:.5e}")
print(f"upper edge, L = 100: T = {upper_100:.5e}")
slope = np.log(edge_T[2000] / edge_T[1000]) / np.log(2)
assert abs(slope + 2) < 0.01
assert abs(2000**2 * edge_T[2000] / C - 1) < 0.005
print(f"local exponent between L = 1000 and 2000: {slope:.5f}")

# Leads identical to the chain remove the decay.
q_matched = 0.02
print(f"matched leads, wave number {q_matched} per site: L, T")
for L in (100, 1000):
    value = scatter(-2 * t * np.cos(q_matched), np.zeros(L), t, t, t)
    assert abs(value - 1) < 1e-6
    print(f"  {L:5d} {value:.6f}")

# Alternating site energies: defective cell matrix for m > 0, identity-like for m = 0.
m_gap = 0.01
print(f"alternating chain, m = {m_gap} hartree, then m = 0: cells, T(m), T(0)")
alternating = {}
for cells in (5, 50, 500):
    for m in (m_gap, 0.0):
        value = scatter(m, np.tile([m, -m], cells))
        al, ar = sigmas(m)
        delta = 1 - al * ar + cells * (2 * m / t) * al
        assert abs(value / (4 * al.imag * ar.imag / abs(delta)**2) - 1) < 1e-6
        alternating[cells, m] = value
    print(f"  {cells:4d} {alternating[cells, m_gap]:.5e} {alternating[cells, 0.0]:.5f}")
assert abs(alternating[500, 0.0] / alternating[5, 0.0] - 1) < 1e-8
alt_slope = np.log10(alternating[500, m_gap] / alternating[50, m_gap])
assert abs(alt_slope + 2) < 0.1
print(f"exponent for m > 0 between 50 and 500 cells: {alt_slope:.4f}")

# Scaling window of width t/L^2 around the edge.
L = 1000
outside = scatter(-2 * t - t / L**2, np.zeros(L)) / edge_T[L]
inside = scatter(-2 * t + t / L**2, np.zeros(L)) / edge_T[L]
assert abs(outside * np.sinh(1)**2 - 1) < 5e-3
assert abs(inside * np.sin(1)**2 - 1) < 5e-3
print(f"T/T(edge), L = 1000, t/L^2 outside: {outside:.4f}; limit {1/np.sinh(1)**2:.4f}")
print(f"T/T(edge), L = 1000, t/L^2 inside: {inside:.4f}; limit {1/np.sin(1)**2:.4f}")

# Fixed distance from the edge: exponential decay outside, no decay inside.
distance = 0.04 * t
T100 = scatter(-2 * t - distance, np.zeros(100))
T200 = scatter(-2 * t - distance, np.zeros(200))
rate = np.log(T100 / T200) / 100
kappa = np.arccosh(1 + distance / (2 * t))
assert abs(rate / (2 * kappa) - 1) < 1e-5
print(f"fixed distance from edge = {distance:.4f} hartree")
print(f"outside: T(100) = {T100:.4e}, T(200) = {T200:.4e}")
print(f"outside: decay rate = {rate:.5f} per site, 2 kappa = {2*kappa:.5f} per site")
short = [scatter(-2 * t + distance, np.zeros(n)) for n in range(100, 300)]
long = [scatter(-2 * t + distance, np.zeros(n)) for n in range(1000, 1200)]
assert abs(min(long) / min(short) - 1) < 0.02
print(f"inside: T from {min(short):.4f} to {max(short):.4f} for L = 100 to 299")
print(f"inside: T from {min(long):.4f} to {max(long):.4f} for L = 1000 to 1199")

# The determinant formula away from the edge, then thermal averages built on it.
for energy in (-0.103, -0.093, -0.02, 0.06):
    for L in (2, 9, 40):
        ratio = determinant_formula(np.array(energy), L) / scatter(energy, np.zeros(L))
        assert abs(ratio - 1) < 1e-7
warm = 0.05 * t
averages = {L: thermal(L, warm) for L in (50, 100, 200)}
assert abs(averages[200] / averages[100] - 1) < 0.02
print(f"thermal average of T at kT = {warm:.4f} hartree:")
for L, value in averages.items():
    print(f"  L = {L:3d}: {value:.5f}")
cold = 0.05 * t / 100**2
cold_ratio = thermal(100, cold) / edge_T[100]
assert abs(cold_ratio - 1) < 0.01
print(f"L = 100, kT = {cold:.2e} hartree: average/T(edge) = {cold_ratio:.5f}")

# Lowest level of the isolated chain lies above the edge.
L = 100
lowest = eigh_tridiagonal(np.zeros(L), -t * np.ones(L - 1), eigvals_only=True)[0]
gap = lowest + 2 * t
assert abs(gap / (2 * t * (1 - np.cos(np.pi / (L + 1)))) - 1) < 1e-8
print(f"L = 100: lowest level above edge = {gap:.4e} hartree, t/L^2 = {t/L**2:.1e} hartree")

print("no test failed")
```

Output:

```
chain hopping t = 0.050 hartree, lead hopping = 0.100 hartree
contact hoppings = 0.050, 0.040 hartree
lower band edge E = -0.100 hartree
sigma_L = -0.25000-0.43301j, sigma_R = -0.16000-0.27713j (units of t)
gamma_L = 0.86603, gamma_R = 0.55426 (units of t)
limit C of L^2 T = 0.81800, offset b = 1.07362+0.93155j (no unit)
conductance quantum 2e^2/h = 77.4809 microsiemens
lower edge, wave matching: L, T, L^2 T, G in microsiemens
     10 6.62383e-03 0.66238 5.13221e-01
     30 8.46403e-04 0.76176 6.55801e-02
    100 8.00642e-05 0.80064 6.20345e-03
    300 9.02405e-06 0.81216 6.99192e-04
   1000 8.16242e-07 0.81624 6.32431e-05
   2000 2.04280e-07 0.81712 1.58278e-05
upper edge, L = 100: T = 8.00642e-05
local exponent between L = 1000 and 2000: -1.99845
matched leads, wave number 0.02 per site: L, T
    100 1.000000
   1000 1.000000
alternating chain, m = 0.01 hartree, then m = 0: cells, T(m), T(0)
     5 2.62932e-01 0.47562
    50 6.24755e-03 0.47562
   500 6.37779e-05 0.47562
exponent for m > 0 between 50 and 500 cells: -1.9910
T/T(edge), L = 1000, t/L^2 outside: 0.7236; limit 0.7241
T/T(edge), L = 1000, t/L^2 inside: 1.4134; limit 1.4123
fixed distance from edge = 0.0020 hartree
outside: T(100) = 3.8772e-19, T(200) = 1.7602e-36
outside: decay rate = 0.39934 per site, 2 kappa = 0.39934 per site
inside: T from 0.0315 to 0.9386 for L = 100 to 299
inside: T from 0.0315 to 0.9429 for L = 1000 to 1199
thermal average of T at kT = 0.0025 hartree:
  L =  50: 0.10096
  L = 100: 0.10096
  L = 200: 0.10096
L = 100, kT = 2.50e-07 hartree: average/T(edge) = 1.00057
L = 100: lowest level above edge = 4.8372e-05 hartree, t/L^2 = 5.0e-06 hartree
no test failed
```
